\section*{Midgap Decay-Constant Error from an Underestimated MgO Gap}

\section*{Question}

An MgO tunnel barrier is described by two bands placed symmetrically about midgap,
\begin{equation}
H=\frac{E_g}{2}\,\beta+\hbar v\,\boldsymbol{\alpha}\cdot\mathbf{k}.
\label{eq:H}
\end{equation}
Here $E_g$ is the gap and $v$ is a real, isotropic interband velocity. The Hermitian $4\times4$ matrices obey $\beta^2=1$, $\alpha_i\beta+\beta\alpha_i=0$ and $\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij}$. Energy $E$ is measured from midgap. The barrier normal is $x$, and $\mathbf{k}_\parallel$ is the conserved in-plane wave vector. The decay constant $\kappa$ refers to the wave amplitude, which varies as $e^{-\kappa x}$.

A calculation uses $E_g^{w}=4.7$ eV where $E_g^{r}=7.8$ eV should be used. Take $\hbar v=0.85$ eV\,nm and thickness $d=1.0$ nm. Lengths are in nm and energies in eV.

\begin{enumerate}
\item[(a)] Derive $\kappa(E,k_\parallel)$ and its value at midgap for $k_\parallel=0$.
\item[(b)] With $v$ held fixed, find the absolute and relative errors of the midgap decay constant. Which of them depends on $v$?
\item[(c)] Find the band-edge mass. What would the relative error be if this mass, instead of $v$, were held fixed?
\item[(d)] The barrier joins two gapless leads ($E_g=0$) with the same $v$. Derive the midgap transmission at $k_\parallel=0$. By what factor does the wrong gap change it, and which wrong-gap thickness would restore the right transmission?
\item[(e)] How do the results change if the Fermi level lies 1 eV from midgap, or if all in-plane wave vectors contribute?
\item[(f)] Estimate the effect of a bare-mass term, image charges, a 0.5 V bias and a temperature of 300 K. Discuss how far the result applies to real MgO.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Decay constant}

Square Eq.~\eqref{eq:H}. The cross terms contain $\alpha_i\beta+\beta\alpha_i$ and vanish. In the quadratic term, only the symmetric part of $\alpha_i\alpha_j$ survives multiplication by $k_ik_j$. Hence
\begin{equation}
H^2=\left(\frac{E_g}{2}\right)^2+(\hbar v)^2(k_x^2+k_\parallel^2),
\end{equation}
times the unit matrix. An eigenstate of energy $E$ therefore satisfies
\begin{equation}
E^2=\left(\frac{E_g}{2}\right)^2+(\hbar v)^2(k_x^2+k_\parallel^2).
\label{eq:band}
\end{equation}
The algebra did not require $k_x$ to be real. Inside the gap set $k_x=i\kappa$, so that $e^{ik_xx}=e^{-\kappa x}$ and $k_x^2=-\kappa^2$. Solving for the positive root gives
\begin{equation}
\kappa(E,k_\parallel)=\sqrt{\frac{(E_g/2)^2-E^2}{(\hbar v)^2}+k_\parallel^2}.
\label{eq:kappa}
\end{equation}
At $E=0$ and $k_\parallel=0$,
\begin{equation}
\kappa=\frac{E_g}{2\hbar v}.
\label{eq:mid}
\end{equation}
A larger gap shortens the penetration length $1/\kappa$; a stronger coupling between the bands lengthens it.

\subsection*{(b) Error at fixed velocity}

The same $v$ enters both decay constants, so subtraction gives
\begin{equation}
\Delta\kappa=\kappa_w-\kappa_r=\frac{E_g^w-E_g^r}{2\hbar v}.
\end{equation}
Dividing by $\kappa_r=E_g^r/(2\hbar v)$ removes the velocity:
\begin{equation}
\frac{\Delta\kappa}{\kappa_r}=\frac{E_g^w}{E_g^r}-1
=\frac{4.7}{7.8}-1=-39.7\,\%.
\end{equation}
The relative error is thus fixed by the two gaps, while the absolute error needs a value of $v$. For $\hbar v=0.85$ eV\,nm,
\begin{align}
\kappa_r&=\frac{7.8}{2(0.85)}=4.588\ \mathrm{nm}^{-1},\\
\kappa_w&=\frac{4.7}{2(0.85)}=2.765\ \mathrm{nm}^{-1},\\
\Delta\kappa&=-1.824\ \mathrm{nm}^{-1}=-0.0965\ \mathrm{bohr}^{-1}.
\end{align}
The decay constant of the transmission is $2\kappa$. Its absolute error is $-3.647\ \mathrm{nm}^{-1}$, twice as large, and its relative error is unchanged.

\subsection*{(c) What fixed velocity means}

Near the conduction edge, expand the positive root of Eq.~\eqref{eq:band} for small $k$:
\begin{equation}
E=\frac{E_g}{2}\sqrt{1+\frac{4(\hbar v)^2k^2}{E_g^2}}
\simeq\frac{E_g}{2}+\frac{(\hbar v)^2k^2}{E_g}.
\end{equation}
Comparison with $E_g/2+\hbar^2k^2/(2m^*)$ gives
\begin{equation}
m^*=\frac{E_g}{2v^2}.
\label{eq:mass}
\end{equation}
The chosen velocity is $1.29\times10^6$ m/s. It gives $m^*=0.411\,m_e$ at 7.8 eV and $0.248\,m_e$ at 4.7 eV. Holding $v$ fixed therefore lowers the mass together with the gap.

If $m^*$ is held fixed, Eq.~\eqref{eq:mass} requires $v=\sqrt{E_g/(2m^*)}$. Insert this in Eq.~\eqref{eq:mid}:
\begin{equation}
\kappa=\frac{E_g}{2\hbar}\sqrt{\frac{2m^*}{E_g}}
=\frac{1}{\hbar}\sqrt{\frac{m^*E_g}{2}}.
\end{equation}
Now $\kappa\propto\sqrt{E_g}$, and the relative error is
\begin{equation}
\sqrt{\frac{4.7}{7.8}}-1=-22.4\,\%.
\end{equation}
At the wrong gap, $\hbar v$ falls to 0.660 eV\,nm and $\kappa$ is 3.562 nm$^{-1}$. What is held fixed thus matters greatly. Fixed $v$ means changing the coefficient of $\beta$ in Eq.~\eqref{eq:H} alone. Shifting the whole conduction band down by $\delta=E_g^r-E_g^w$ at every real $k$, with the wave functions unchanged, is a third operation. It keeps $m^*$, but the shifted bands no longer obey Eq.~\eqref{eq:band}, so the fixed-mass result does not apply. The new midgap lies at $-\delta/2$, where the conduction band continued to $k=i\kappa$ satisfies
\begin{equation}
\sqrt{(E_g^r/2)^2-(\hbar v\kappa)^2}-\delta=-\frac{\delta}{2}.
\end{equation}
Hence $\kappa=\sqrt{(E_g^r)^2-\delta^2}/(2\hbar v)=4.210$ nm$^{-1}$, an error of only $-8.2\,\%$. This is the asymptotic decay constant. The shift is a nonlocal operator, so over the first one or two nanometres the local decay rate can differ from it by a few per cent.

\subsection*{(d) Transmission}

For $k_\parallel=0$ the four-component problem separates into two two-component problems that differ in the sign of $v$. They are mirror images and have equal transmission. One of them is
\begin{equation}
H=\frac{E_g}{2}\sigma_z-i\hbar v\,\sigma_x\frac{d}{dx}.
\end{equation}
At $E=0$, $H\psi=0$ gives $-i\hbar v\,\sigma_x\psi'=-(E_g/2)\sigma_z\psi$. Multiply from the left by $i\sigma_x/(\hbar v)$, and use $\sigma_x^2=1$ and $\sigma_x\sigma_z=-i\sigma_y$:
\begin{equation}
\psi'=-i\kappa\,\sigma_x\sigma_z\psi=-\kappa\,\sigma_y\psi.
\end{equation}
Since $\sigma_y^2=1$, integration across the barrier gives
\begin{equation}
\psi(0)=e^{\kappa d\sigma_y}\psi(d)
=\left[\cosh(\kappa d)+\sigma_y\sinh(\kappa d)\right]\psi(d).
\end{equation}
The velocity operator is $v\sigma_x$. In the leads, the right- and left-moving states are therefore $u_\pm=(1,\pm1)^T/\sqrt2$. The first-order wave equation makes $\psi$ continuous at the interfaces. On the right there is only a transmitted wave, $\psi(d)=t\,u_+$. With $\sigma_yu_+=-iu_-$,
\begin{equation}
\psi(0)=t\cosh(\kappa d)\,u_+-it\sinh(\kappa d)\,u_-.
\end{equation}
Unit incoming amplitude requires $t\cosh(\kappa d)=1$. The lead velocities are equal, so
\begin{equation}
T=|t|^2=\frac{1}{\cosh^2(\kappa d)}.
\label{eq:T}
\end{equation}
The reflected amplitude is $-i\tanh(\kappa d)$, and the two probabilities add to one.

For $d=1.0$ nm, $T_r=4.14\times10^{-4}$ and $T_w=1.57\times10^{-2}$. The wrong gap overestimates the transmission by a factor of 38.1. For a thick barrier $T\simeq4e^{-2\kappa d}$, and the factor becomes
\begin{equation}
\frac{T_w}{T_r}\simeq e^{2(\kappa_r-\kappa_w)d}=e^{3.647}=38.4.
\end{equation}
It grows exponentially with thickness in that regime and tends to one as $d\to0$, where both barriers become transparent.

Equation~\eqref{eq:T} depends on $\kappa d$, hence on $E_gd$ at fixed $v$. Equal transmission requires
\begin{equation}
d_w=d\,\frac{E_g^r}{E_g^w}=1.0\times\frac{7.8}{4.7}=1.66\ \mathrm{nm}.
\end{equation}
A thickness fitted to a measured resistance with the wrong gap would be too large by this ratio, if the assumptions of this part held.

\subsection*{(e) Fermi level and in-plane momentum}

For the same offset $E$ from midgap in both calculations, Eq.~\eqref{eq:kappa} gives
\begin{equation}
\frac{\kappa_w}{\kappa_r}=
\sqrt{\frac{(E_g^w/2)^2-E^2}{(E_g^r/2)^2-E^2}}.
\end{equation}
Subtracting the same $E^2$ takes a larger fraction from the smaller numerator, so the relative error grows in size. At $|E|=1$ eV the constants are 4.435 and 2.502 nm$^{-1}$, and the error is $-43.6\,\%$. As $|E|$ approaches 2.35 eV, the wrong-gap band edge, $\kappa_w$ vanishes and the error tends to $-100\,\%$.

Return to midgap and let wide leads supply all $\mathbf{k}_\parallel$. These cannot be the gapless leads of part (d), which at midgap have propagating states only at $k_\parallel=0$; strongly doped leads are needed, with a Fermi wave vector larger than $\kappa_r$. For doped gapless leads of the same $v$, the ratio found below holds to about 1\,\% from 6 nm$^{-1}$ upward, while it is about 27 at 3 nm$^{-1}$ and 34 at 1 nm$^{-1}$. Assume that the prefactor of the transmission does not depend on $k_\parallel$ or on the gap. The current is then proportional to an integral that is simplified by $s=\sqrt{\kappa^2+k_\parallel^2}$, for which $s\,ds=k_\parallel dk_\parallel$:
\begin{equation}
\int_0^\infty k_\parallel e^{-2d\sqrt{\kappa^2+k_\parallel^2}}\,dk_\parallel
=\int_\kappa^\infty s\,e^{-2ds}\,ds
=\frac{2\kappa d+1}{4d^2}\,e^{-2\kappa d}.
\end{equation}
The last step is an integration by parts. The current ratio is
\begin{equation}
\frac{2(2.765)+1}{2(4.588)+1}\times38.36=24.6.
\end{equation}
It is smaller than the exponential ratio at $k_\parallel=0$. For $k_\parallel\ll\kappa$, $\sqrt{\kappa^2+k_\parallel^2}\simeq\kappa+k_\parallel^2/(2\kappa)$, so the transmission falls with $k_\parallel$ as $e^{-k_\parallel^2d/\kappa}$. The barrier with the larger $\kappa$ therefore passes a wider range of $k_\parallel$, which partly offsets the smaller right-gap transmission.

\subsection*{(f) Neglected effects and real MgO}

\textit{Bare mass.} Add $Ck^2$, with $C=\hbar^2/(2m_e)$, to both bands. At $E=0$ and $k_\parallel=0$ the eigenvalue condition is $(Ck^2)^2=(E_g/2)^2+(\hbar v)^2k^2$. With $k^2=-\kappa^2$,
\begin{equation}
C^2\kappa^4+(\hbar v)^2\kappa^2-\frac{E_g^2}{4}=0,
\end{equation}
whose positive solution is
\begin{equation}
\kappa^2=\frac{\sqrt{(\hbar v)^4+C^2E_g^2}-(\hbar v)^2}{2C^2}.
\end{equation}
The other root has real $k$. It is an artefact of cutting the model off at two bands, and is discarded. With $\hbar v$ unchanged, $\kappa_r$ falls by 2.0\,\% and the gap error is $-39.0\,\%$. The added term also changes the edge mass. If $\hbar v$ is refitted to 0.652 eV\,nm to restore $0.411\,m_e$ at 7.8 eV, and then held fixed for both gaps, $\kappa_r$ rises by 23.7\,\% to 5.676 nm$^{-1}$. The gap error is then $-37.8\,\%$. The refit thus changes $\kappa_r$ strongly, but leaves the relative error within 2 percentage points of its value without the bare-mass term.

\textit{Image charges.} A charge midway between two metallic plates has images at distances $nd$ on both sides, with signs $(-1)^n$. Its energy is lowered by $e^2\ln2/(4\pi\varepsilon_0\varepsilon d)$. This applies to an added electron and to an added hole, so the gap narrows by twice this amount. A rough optical permittivity $\varepsilon=3$ gives 0.67 eV. Using this centre value throughout the barrier leaves $\Delta\kappa$ unchanged but makes the relative error $-43.5\,\%$. The narrowing is smallest at the centre and grows towards the plates, so this estimate understates the image effect. A continuum permittivity is itself doubtful at 1 nm.

\textit{Bias and temperature.} A linear drop of 0.5 V, centred on midgap, raises the $k_\parallel=0$ transmission at the central energy by 0.31\,\% for each gap. Averaged over the 0.5 eV energy window opened by the bias, the rise is about 0.8\,\% for the right gap and 1.0\,\% for the wrong one. The field is 5 MV/cm, half of a rough breakdown field of 10 MV/cm. Thermal smearing at 300 K raises the transmission by less than 0.1\,\%. The Boltzmann factor for reaching the wrong-gap band edge is about $10^{-39.5}$, so emission over the barrier is negligible beside tunnelling.

\textit{Real MgO.} The value 7.8 eV is close to the measured bulk gap, and 4.7 eV is typical of semilocal density functionals. A thickness of 1 nm and an edge mass near $0.4\,m_e$ are realistic rough values. Real MgO bands are not symmetric about midgap, and the electrodes need not place the Fermi level there. A change of functional also need not preserve $v$: holding the edge mass instead moves the midgap error from $-39.7\,\%$ to $-22.4\,\%$, and a rigid shift of the conduction band moves it to $-8.2\,\%$. Fixed $v$ implies an edge mass of $0.248\,m_e$ at the wrong gap. A semilocal calculation of MgO gives roughly $0.35\,m_e$, nearer the fixed-mass case, so $-39.7\,\%$ and the factor of 38 probably overstate the error for real MgO. The result is therefore the error of this model at fixed $v$, not a universal error of semilocal calculations. The model has no spin-dependent electrode states or interface matching, so it does not predict a magnetoresistance. The main values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
gap, right / wrong: 7.8 / 4.7 eV
hbar*v: 0.85 eV nm; thickness: 1.0 nm
interband velocity: 1.291e+06 m/s
kappa, right gap: 4.5882 1/nm
kappa, wrong gap: 2.7647 1/nm
error of kappa: -1.8235 1/nm = -0.09650 1/bohr
relative error of kappa: -39.74 %
error of transmission decay constant 2*kappa: -3.6471 1/nm
edge mass, right / wrong gap: 0.4113 / 0.2478 electron masses
fixed mass instead: hbar*v at wrong gap: 0.6598 eV nm
fixed mass instead: kappa at wrong gap: 3.5616 1/nm
fixed mass instead: relative error: -22.38 %
transmission, right gap: 4.1369e-04
transmission, wrong gap: 1.5748e-02
transmission ratio wrong/right: 38.07
pure exponential ratio: 38.36
wrong-gap thickness of equal transmission: 1.6596 nm
Fermi offset from midgap: 1.0 eV
  kappa right / wrong: 4.4348 / 2.5019 1/nm
  relative error: -43.59 %
bare-mass term, v kept: hbar*v = 0.8500 eV nm
  kappa right / wrong: 4.4977 / 2.7440 1/nm
  change of right kappa: -1.97 %
  relative gap error: -38.99 %
bare-mass term, v refitted: hbar*v = 0.6522 eV nm
  kappa right / wrong: 5.6761 / 3.5291 1/nm
  change of right kappa: 23.71 %
  relative gap error: -37.82 %
in-plane sum: current ratio wrong/right: 24.61
optical permittivity (rough input): 3.0
image narrowing of gap at centre: 0.665 eV
  kappa right / wrong: 4.1968 / 2.3733 1/nm
  relative error: -43.45 %
bias: 0.5 V; field: 5.0 MV/cm
field / rough breakdown field of 10 MV/cm: 0.50
bias change of T, right / wrong gap: 0.31 / 0.31 %
temperature: 300 K; kT: 0.02585 eV
thermal change of T, right / wrong gap: 0.052 / 0.070 %
log10 Boltzmann factor to band edge, wrong gap: -39.5
\end{verbatim}
